**Antiphase boundaries in polar hafnia: equal polarization, nonzero energy**

The program studies a boundary across which two nonpolar oxygen modes, with amplitudes u and v, change sign while the polarization P = pP₀ is the same on both sides. It applies all 192 fluorite operations of the cubic cell to explicit oxygen patterns and asserts that the coupling TACP is allowed, that ACP is forbidden without the tetragonal mode T, and that a lost translation reverses A and C but not T or P. Symbolic algebra confirms the sum-of-squares form of the energy for wall normals perpendicular and parallel to P. Numerical relaxation of u, v and p, started from separated kinks, is asserted to agree with the formula σ = 4αw/3 and its parallel-normal counterpart, where α/2 is the energy depth below the tetragonal reference and w is the wall half-width. For rough hafnia-like inputs the output gives about 386 mJ/m² for the perpendicular normal, 739 mJ/m² for the parallel normal in the continuum model, and 271 mJ/m² for a 180° wall with perpendicular normal. The net bound charge of the antiphase boundary is zero, although the parallel normal produces two opposite charge layers and a potential step of 1.6 V. A uniform field of 1 MV/cm exerts no pressure on the antiphase boundary and 100 MPa on the 180° wall. The output also sizes lattice discreteness, polarization stiffness and a barrier at the tetragonal state.

## Numerical check

```python
# Result under test: a translational antiphase boundary (APB) in polar hafnia
# joins equal polarizations, has zero net bound charge, but costs energy.
# T, A, C: nonpolar oxygen modes; P: polar mode along z; T is held fixed.
# u, v: amplitudes of A, C; p = P/P0; all are 1 in the reference domain.
# alpha/2: depth below the tetragonal reference; kappa = P0^2/(eps0*chi).
# Neutral wall (normal perpendicular to P): u=v=tanh(x/w), p=tanh(x/w)^2,
# energy = 4*alpha*w/3. Normal parallel to P: alpha -> alpha+kappa-kappa/(1+chi).
import itertools
import numpy as np
import sympy as sp
from scipy.constants import e as charge, epsilon_0 as eps0, k as boltzmann
from scipy.integrate import quad
from scipy.optimize import minimize

# Explicit symmetry action on the eight oxygen sites of the fluorite cell.
sites = np.array(list(itertools.product([0, 1], repeat=3)))
modes = {name: np.zeros((8, 3)) for name in "TACP"}
modes["T"][:, 0] = (-1.0) ** (sites[:, 1] + sites[:, 2])
modes["A"][:, 2] = (-1.0) ** sites[:, 1]
modes["C"][:, 0] = (-1.0) ** sites[:, 2]
modes["P"][:, 2] = 1.0


def transform(pattern, rotation, shift):
    positions = (2 * sites + 1) / 4
    moved = (positions @ rotation.T + shift) % 1.0
    labels = np.rint((4 * moved - 1) / 2).astype(int) % 2
    indices = labels @ np.array([4, 2, 1])
    result = np.zeros_like(pattern)
    result[indices] = pattern @ rotation.T
    return result


def overlaps(rotation, shift):
    return np.array([np.sum(transform(modes[n], rotation, shift) * modes[n]) / 8
                     for n in "TACP"])


shifts = np.array([[0, 0, 0], [0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
group_overlaps = []
for order in itertools.permutations(range(3)):
    for signs in itertools.product([-1, 1], repeat=3):
        rotation = np.zeros((3, 3))
        rotation[np.arange(3), order] = signs
        for shift in shifts:
            group_overlaps.append(overlaps(rotation, shift))
group_overlaps = np.array(group_overlaps)
invariant_average = np.mean(np.prod(group_overlaps, axis=1))
trilinear_average = np.mean(np.prod(group_overlaps[:, 1:], axis=1))
translation_signs = overlaps(np.eye(3), shifts[1])
assert invariant_average > 0.1
assert abs(trilinear_average) < 1e-12
assert np.allclose(translation_signs, [1, -1, -1, 1])

# Eliminate p from the defining energies and check the positive decompositions.
us, vs, ps = sp.symbols("u v p", real=True)
al, ka, ch = sp.symbols("alpha kappa chi", positive=True)
base = (-al * (us**2 + vs**2) / 2 + (al + ka) * (us**4 + vs**4) / 4
        + ka * (ps**2 / 2 - ps * us * vs) + al / 2)
wells = (1 - us**2)**2 + (1 - vs**2)**2
neutral_target = al * wells / 4 + ka * (us**2 - vs**2)**2 / 4
kp = ka / (1 + ch)
parallel_target = ((al + ka - kp) * wells / 4 + (ka - kp) * (us - vs)**2 / 2
                   + kp * (us**2 - vs**2)**2 / 4)
for density, target in [(base, neutral_target),
                        (base + ka * ch * (ps - 1)**2 / 2, parallel_target)]:
    p_minimum = sp.solve(sp.diff(density, ps), ps)[0]
    assert sp.simplify(density.subs(ps, p_minimum) - target) == 0

# Rough hafnia-like inputs, in SI internally.
P0 = 0.50
cell = 0.51e-9
depth_ev = 0.10
chi = 10.0
width = 0.30e-9
field = 1.0e8
spacing = 10e-9
temperature = 300.0
born_charge = 2.5
gap_ev = 5.5
breakdown = 5.0e8
alpha = 2 * depth_ev * charge / (cell**3 / 4)
kappa = P0**2 / (eps0 * chi)
beta = alpha + kappa
gradient = alpha * width**2 / 2
k_ratio = kappa / alpha
b_ratio = beta / alpha
parallel_stiffness = beta - kappa / (1 + chi)
width_parallel = np.sqrt(2 * gradient / parallel_stiffness)
sigma_neutral = 4 * alpha * width / 3
sigma_parallel = 4 * parallel_stiffness * width_parallel / 3


def local_energy(u, v, p):
    return (-0.5 * (u*u + v*v) + b_ratio * (u**4 + v**4) / 4
            + k_ratio * (p*p / 2 - p*u*v) + 0.5)


# Full three-field relaxation; length unit is width, energy unit alpha*width.
step = 0.05
x = np.arange(-160, 161) * step
n = len(x)


def relax(u_start, v_start, p_start, parallel=False):
    ends = [np.sign(a) for a in (u_start[0], u_start[-1], v_start[0], v_start[-1])]

    def unpack(z):
        u = np.concatenate(([ends[0]], z[:n-2], [ends[1]]))
        v = np.concatenate(([ends[2]], z[n-2:2*n-4], [ends[3]]))
        return u, v, z[2*n-4:]

    def objective(z):
        u, v, p = unpack(z)
        du, dv = np.diff(u), np.diff(v)
        density = local_energy(u, v, p)
        gu = step * (-u + b_ratio * u**3 - k_ratio * p*v)
        gv = step * (-v + b_ratio * v**3 - k_ratio * p*u)
        gp = step * k_ratio * (p - u*v)
        if parallel:
            density = density + k_ratio * chi * (p - 1)**2 / 2
            gp = gp + step * k_ratio * chi * (p - 1)
        gu[1:-1] += (du[:-1] - du[1:]) / (2 * step)
        gv[1:-1] += (dv[:-1] - dv[1:]) / (2 * step)
        value = step * density.sum() + (du @ du + dv @ dv) / (4 * step)
        return value, np.concatenate((gu[1:-1], gv[1:-1], gp))

    start = np.concatenate((u_start[1:-1], v_start[1:-1], p_start))
    answer = minimize(objective, start, jac=True, method="L-BFGS-B",
                      options=dict(maxiter=8000, maxfun=16000, maxcor=30,
                                   ftol=1e-15, gtol=1e-8))
    u, v, p = unpack(answer.x)
    gradient_part = (np.sum(np.diff(u)**2) + np.sum(np.diff(v)**2)) / (4 * step)
    assert np.max(np.abs(answer.jac)) < 1e-4
    return answer.fun, gradient_part, u, v, p


left, right = np.tanh(x + 0.5), np.tanh(x - 0.5)
apb_e, apb_g, ua, va, pa = relax(left, right, left * right)
par_e, par_g, uz, vz, pz = relax(left, right, np.ones(n), parallel=True)
rev_e, rev_g, ur, vr, pr = relax(np.tanh(x), np.ones(n), np.tanh(x))
energy_unit = alpha * width
# Tolerances allow for the second-order finite-difference grid error.
assert abs(apb_e * energy_unit / sigma_neutral - 1) < 5e-3
assert abs(par_e * energy_unit / sigma_parallel - 1) < 1e-2
assert np.max(np.abs(ua - va)) < 3e-3
assert np.max(np.abs(uz - vz)) < 3e-3
assert abs(step * np.sum(1 - pa) - 2) < 1e-2
deficit_parallel = 2 * width_parallel / width / (1 + chi)
assert abs(step * np.sum(1 - pz) / deficit_parallel - 1) < 1e-2
assert pa.min() > -1e-3 and pa.min() < 3e-3
assert abs((1 - pz.min()) * (1 + chi) - 1) < 1e-2
assert abs(pz[-1] - pz[0]) < 1e-5
assert abs(2 * rev_g / rev_e - 1) < 1e-2
assert apb_e / 2 < rev_e < apb_e
sigma_reversal = rev_e * energy_unit


# Uniform domains: independent minimization in an applied field.
def uniform(start, reduced_field):
    result = minimize(lambda z: local_energy(*z) - reduced_field * z[2],
                      start, method="BFGS", options=dict(gtol=1e-9))
    return result.fun, result.x[2]


reduced_field = P0 * field / alpha
plus, p_plus = uniform([1, 1, 1], reduced_field)
antiphase, p_antiphase = uniform([-1, -1, 1], reduced_field)
reversed_state, p_reversed = uniform([-1, 1, -1], reduced_field)
p_negative_field = uniform([1, 1, 1], -reduced_field)[1]
pressure_apb = alpha * (antiphase - plus)
pressure_reversal = alpha * (reversed_state - plus)
assert abs(antiphase - plus) < 1e-8
assert abs(pressure_reversal / (2 * P0 * field) - 1) < 1e-5
slope = (p_plus - p_negative_field) / (2 * reduced_field)
relative_permittivity = 1 + P0**2 * slope / (alpha * eps0)
permittivity_formula = 1 + chi + P0**2 / (alpha * eps0)
assert abs(relative_permittivity / permittivity_formula - 1) < 1e-4


# Neglected discreteness: stationary walls centred on and between atomic planes.
def chain_energy(h, on_plane):
    count = 14
    positions = (np.arange(count) + (1.0 if on_plane else 0.5)) * h

    def objective(y):
        middle = np.array([0.0]) if on_plane else np.array([])
        eta = np.concatenate(([-1], -y[::-1], middle, y, [1]))
        return np.sum(np.diff(eta)**2) / (2*h) + h * np.sum((eta**2 - 1)**2) / 2

    return minimize(objective, np.tanh(positions), method="BFGS",
                    options=dict(gtol=1e-8)).fun


h_neutral = cell / (2 * width)
h_parallel = cell / (2 * width_parallel)
chain_neutral = [chain_energy(h_neutral, flag) * energy_unit for flag in (True, False)]
chain_parallel = [chain_energy(h_parallel, flag) * parallel_stiffness * width_parallel
                  for flag in (True, False)]

# Other neglected effects: polarization stiffness g/P0^2 and a barrier at u=v=0.
polar_gradient = quad(lambda t: 0.25 * (2*np.tanh(t)/np.cosh(t)**2)**2, -15, 15)[0]
polar_gradient_fraction = polar_gradient / (4 / 3)
barrier_factor = quad(lambda q: (1-q*q)*np.sqrt(1+3*q*q), -1, 1)[0] / (4 / 3)
s_values = np.linspace(0, 1, 10001)
barrier_fraction = np.max((1-s_values)**2 * (1+3*s_values)) - 1
local_field = P0 / (eps0 * (1 + chi))
potential_step = 2 * width_parallel * local_field
potential_numeric = P0 * width * step * np.sum(1 - pz) / eps0
assert abs(potential_numeric / potential_step - 1) < 1e-2
cell_wall_energy = sigma_neutral * cell**2
oxygen_shift = P0 * cell**3 / (8 * born_charge * charge)


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


print("translation signs T,A,C,P:", np.rint(translation_signs).astype(int))
show("group average of TACP", invariant_average)
print(f"group average of ACP: {abs(trilinear_average):.1f}")
show("input polarization P0", P0 * 100, "uC/cm2")
show("input cell edge", cell * 1e9, "nm")
show("input depth per formula unit", depth_ev, "eV")
show("input hard susceptibility", chi)
show("input neutral-wall half-width w", width * 1e9, "nm")
show("input rough oxygen Born charge magnitude", born_charge, "e")
show("mean oxygen shift relative to Hf", oxygen_shift * 1e9, "nm")
show("active-layer shift if spacer shift is zero", 2*oxygen_shift*1e9, "nm")
show("alpha", alpha / 1e9, "GJ/m3")
show("kappa", kappa / 1e9, "GJ/m3")
show("beta", beta / 1e9, "GJ/m3")
show("gradient coefficient g", gradient * 1e12, "pJ/m")
show("model relative permittivity along P", relative_permittivity)
show("neutral APB energy, formula", sigma_neutral * 1e3, "mJ/m2")
show("neutral APB energy, relaxation", apb_e * energy_unit * 1e3, "mJ/m2")
show("neutral APB minimum P/P0", abs(pa.min()), digits=2)
show("neutral 180-degree wall energy", sigma_reversal * 1e3, "mJ/m2")
show("ratio 180-degree wall / APB", rev_e / apb_e)
show("parallel-normal stiffness c", parallel_stiffness / 1e9, "GJ/m3")
show("parallel-normal APB half-width", width_parallel * 1e9, "nm")
show("parallel-normal APB energy, formula", sigma_parallel * 1e3, "mJ/m2")
show("parallel-normal APB energy, relaxation", par_e*energy_unit*1e3, "mJ/m2")
show("parallel-normal minimum P/P0", pz.min())
show("each opposite bound-charge layer", P0 / (1+chi) * 100, "uC/cm2")
print(f"net APB sheet charge: {abs(P0*(pz[0]-pz[-1])*100):.4f} uC/cm2")
show("head-to-head 180-degree sheet charge", 2 * P0 * 100, "uC/cm2")
show("peak local field", local_field / 1e8, "MV/cm")
show("potential step magnitude", potential_step, "V")
show("input rough band gap", gap_ev, "eV")
show("potential-step energy / gap", potential_step / gap_ev)
show("input rough macroscopic breakdown field", breakdown / 1e8, "MV/cm")
show("peak local field / breakdown field", local_field / breakdown)
show("input applied field", field / 1e8, "MV/cm")
print(f"field pressure on APB: {abs(pressure_apb)/1e6:.4f} MPa")
show("field pressure on 180-degree wall", pressure_reversal / 1e6, "MPa")
show("input APB spacing", spacing * 1e9, "nm")
show("remanence lost to neutral APBs", 200 * width / spacing, "percent")
show("atomic plane spacing", cell / 2 * 1e9, "nm")
show("neutral discrete wall on plane", chain_neutral[0] * 1e3, "mJ/m2", 6)
show("neutral discrete wall between planes", chain_neutral[1]*1e3, "mJ/m2", 6)
show("parallel discrete wall on plane", chain_parallel[0] * 1e3, "mJ/m2")
show("parallel discrete wall between planes", chain_parallel[1]*1e3, "mJ/m2")
show("added P-gradient energy, first order", polar_gradient_fraction*100, "percent")
show("test barrier above tetragonal / depth", barrier_fraction*100, "percent")
show("APB energy factor with that barrier", barrier_factor)
show("input temperature", temperature, "K")
show("neutral APB energy per cell area", cell_wall_energy / charge, "eV")
show("that energy / thermal energy", cell_wall_energy/(boltzmann*temperature))
print("done: every assertion held")
```

Output:

```
translation signs T,A,C,P: [ 1 -1 -1  1]
group average of TACP: 0.1667
group average of ACP: 0.0
input polarization P0: 50 uC/cm2
input cell edge: 0.51 nm
input depth per formula unit: 0.1 eV
input hard susceptibility: 10
input neutral-wall half-width w: 0.3 nm
input rough oxygen Born charge magnitude: 2.5 e
mean oxygen shift relative to Hf: 0.0207 nm
active-layer shift if spacer shift is zero: 0.0414 nm
alpha: 0.9663 GJ/m3
kappa: 2.824 GJ/m3
beta: 3.79 GJ/m3
gradient coefficient g: 43.48 pJ/m
model relative permittivity along P: 40.22
neutral APB energy, formula: 386.5 mJ/m2
neutral APB energy, relaxation: 386.5 mJ/m2
neutral APB minimum P/P0: 1.2e-08
neutral 180-degree wall energy: 270.6 mJ/m2
ratio 180-degree wall / APB: 0.7002
parallel-normal stiffness c: 3.533 GJ/m3
parallel-normal APB half-width: 0.1569 nm
parallel-normal APB energy, formula: 739.1 mJ/m2
parallel-normal APB energy, relaxation: 738.8 mJ/m2
parallel-normal minimum P/P0: 0.9091
each opposite bound-charge layer: 4.545 uC/cm2
net APB sheet charge: 0.0000 uC/cm2
head-to-head 180-degree sheet charge: 100 uC/cm2
peak local field: 51.34 MV/cm
potential step magnitude: 1.611 V
input rough band gap: 5.5 eV
potential-step energy / gap: 0.2929
input rough macroscopic breakdown field: 5 MV/cm
peak local field / breakdown field: 10.27
input applied field: 1 MV/cm
field pressure on APB: 0.0000 MPa
field pressure on 180-degree wall: 100 MPa
input APB spacing: 10 nm
remanence lost to neutral APBs: 6 percent
atomic plane spacing: 0.255 nm
neutral discrete wall on plane: 377.923 mJ/m2
neutral discrete wall between planes: 373.845 mJ/m2
parallel discrete wall on plane: 762 mJ/m2
parallel discrete wall between planes: 565.3 mJ/m2
added P-gradient energy, first order: 20 percent
test barrier above tetragonal / depth: 5.35 percent
APB energy factor with that barrier: 1.243
input temperature: 300 K
neutral APB energy per cell area: 0.6275 eV
that energy / thermal energy: 24.27
done: every assertion held
```
